# Is a site-local self-energy adequate for polar-optical phonon scattering?

**Question**

I simulate electron transport in a III-V nanowire with nonequilibrium Green functions on a real-space mesh. For phonons I keep only the site-diagonal elements of the self-energy, \(\Sigma_{ii}\). This is cheap, and the current is conserved from one contact to the other. For polar-optical phonons I multiply the coupling by a constant chosen to give a reasonable scattering rate.

A colleague objects that the polar interaction is long-ranged and "generates spatially off-diagonal correlations", which my self-energy cannot hold. But my Green function already has off-diagonal elements without any phonons. What exactly is lost, and can a rescaled coupling put it back?

**Answer**

You are right about the Green function: electronic coherence between sites exists without phonons. The range of the phonon interaction decides whether that coherence enters the self-energy. To see what this changes, take one parabolic subband, dilute electrons, and bulk LO phonons of a single energy \(\hbar\omega\), unscreened and in equilibrium. I work to lowest order in the coupling.

**Where the product structure comes from**

Let site \(i\) couple to phonon mode \(\lambda\) through

\[
V=\sum_{i\lambda}|i\rangle\langle i|\left(M_{i\lambda}b_\lambda+M^*_{i\lambda}b^\dagger_\lambda\right),\qquad
D_{ij}=\sum_\lambda M_{i\lambda}M^*_{j\lambda}.
\]

\(D_{ij}\) is real and symmetric here, because modes of opposite wave vector couple equally strongly.

Start with the electron on site \(j\) and \(n_\lambda\) quanta in mode \(\lambda\). Emission contributes \(M^*_{j\lambda}\sqrt{n_\lambda+1}\). The electron then propagates from \(j\) to \(i\) with energy lowered by \(\hbar\omega\), and reabsorption on site \(i\) contributes \(M_{i\lambda}\sqrt{n_\lambda+1}\). The opposite order, absorption first, gives two factors \(\sqrt{n_\lambda}\) and an energy raised by \(\hbar\omega\). Summing over modes and replacing \(n_\lambda\) by its thermal mean \(N\) gives

\[
\Sigma_{ij}(E)=D_{ij}\left[(N+1)\,g_{ij}(E-\hbar\omega)+N\,g_{ij}(E+\hbar\omega)\right],
\]

where \(g\) is the retarded Green function without phonons. This is an element-by-element product, not a matrix product. An off-diagonal \(\Sigma_{ij}\) needs both electronic coherence \(g_{ij}\) and phonon correlation \(D_{ij}\).

If the coupling does not depend on momentum, as in the simplest deformation-potential model, then \(D_{ij}\propto\delta_{ij}\) and your local form follows at this order. The formula was tested against the full resolvent of three sites and three phonon modes. With one quantum in each mode, polar correlations and a site spacing of 3 nm, \(|\Sigma_{12}/\Sigma_{11}|\) was 0.28 at the complex energy used.

**The polar correlator**

Its strength follows from electrostatics. Put two static electrons a distance \(R\) apart. They displace each oscillator, which lowers the energy by \(\sum_\lambda|M_{1\lambda}+M_{2\lambda}|^2/\hbar\omega\). The part that depends on \(R\) is \(-2D(R)/\hbar\omega\). It must equal the change in Coulomb energy when the lattice is allowed to respond, that is, when the dielectric constant goes from \(\kappa_\infty\) to \(\kappa_s\):

\[
-\frac{2D(R)}{\hbar\omega}=\frac{e^2}{4\pi\varepsilon_0R}\left(\frac1{\kappa_s}-\frac1{\kappa_\infty}\right).
\]

Hence

\[
D(R)=\frac CR,\qquad
C=\frac{e^2}{4\pi\varepsilon_0}\,\frac{\hbar\omega}{2}\left(\frac1{\kappa_\infty}-\frac1{\kappa_s}\right).
\]

The Fourier transform of \(1/R\) is \(4\pi/q^2\), which is the familiar polar momentum dependence.

In the wire, let the transverse density be \(e^{-\rho^2/l^2}/(\pi l^2)\). The difference \(s\) of two transverse positions then has density \(e^{-s^2/2l^2}/(2\pi l^2)\). Averaging \(C/\sqrt{x^2+s^2}\) over it, and substituting \(w^2=x^2+s^2\), so that \(s\,ds=w\,dw\), gives

\[
D(x)=\frac C{l^2}\int_0^\infty\frac{s\,e^{-s^2/2l^2}}{\sqrt{x^2+s^2}}\,ds
=\frac C{l^2}e^{x^2/2l^2}\int_{|x|}^\infty e^{-w^2/2l^2}dw
=\frac Cl\sqrt{\frac\pi2}\;e^{x^2/2l^2}\,\mathrm{erfc}\!\left(\frac{|x|}{\sqrt2\,l}\right).
\]

For \(|x|\gg l\) this tends to \(C/|x|\). Confinement makes \(D\) finite at the origin, where only a kink remains, but it leaves the tail.

The transform along the wire is obtained by integrating over the transverse wave vector \(Q\). With \(w=Q^2\), then \(y=(w+q^2)l^2/2\), and \(u=q^2l^2/2\),

\[
D(q)=\int\frac{d^2Q}{(2\pi)^2}\frac{4\pi C\,e^{-Q^2l^2/2}}{Q^2+q^2}
=C\int_0^\infty\frac{e^{-wl^2/2}}{w+q^2}\,dw
=C\,e^u\int_u^\infty\frac{e^{-y}}y\,dy .
\]

\(D(q)\) grows logarithmically as \(q\to0\) and falls as \(2C/(q^2l^2)\) at large \(q\). Small momentum transfers are favoured.

**What the diagonal does to the scattering rate**

Let an electron of wave number \(k\) emit a phonon and end at \(\pm k'\), with speed \(v'\). The golden rule, with \(dk'=dE'/(\hbar v')\), gives for each direction

\[
W_\pm=\frac{2\pi}\hbar(N+1)\int\frac{dE'}{2\pi\hbar v'}\,D(k\mp k')\,\delta(E'-E+\hbar\omega)
=\frac{(N+1)\,D(k\mp k')}{\hbar\,(\hbar v')}.
\]

On a mesh of spacing \(a\), \(D(q)\) is represented by \(a\sum_nD(na)e^{-iqna}\). Keeping the diagonal retains the term \(n=0\):

\[
D(q)\;\longrightarrow\;a\,D(0).
\]

Two things have gone wrong. The dependence on \(q\) has disappeared, so forward and backward emission are equal. On this one-dimensional, subband-projected mesh the strength is also proportional to the mesh spacing and vanishes as the mesh is refined. (On a three-dimensional mesh \(D_{ii}\) is of order \(C/a\) and the cell volume is \(a^3\), so the diagonal strength vanishes as \(a^2\) instead.) For a momentum-independent coupling \(D(q)=K\), by contrast, \(D_{ii}=K/a\), and the product \(aD_{ii}=K\) does not depend on the mesh.

**The same result in an open wire**

Let \(\psi_i\) be the wave injected from the left. Emission into mode \(\lambda\) leaves the source amplitude \(M^*_{i\lambda}\sqrt{N+1}\,\psi_i\). Different modes leave orthogonal phonon states, so their contributions add as a density matrix,

\[
\Sigma^{\rm in}_{ij}=(N+1)D_{ij}\psi_i\psi_j^* .
\]

With \(G'\) the open-wire Green function at \(E-\hbar\omega\), and \(\Gamma'=\hbar v'/a\) the contact broadening, the probability of collection at end site \(c\) is \(P_c=\Gamma'\sum_{ij}G'_{ci}\Sigma^{\rm in}_{ij}G'^*_{cj}\).

In a uniform wire, \(\psi_i=\sqrt{a/\hbar v}\,e^{ikx_i}\) up to a common phase, and \(|G'_{ci}|=a/\hbar v'\). For the right contact, \(G'_{ci}\) carries the phase \(e^{-ik'x_i}\), apart from a common factor. Therefore

\[
P_R=(N+1)\frac{a^2}{\hbar v\,\hbar v'}\sum_{ij}D_{ij}\,e^{i(k-k')(x_i-x_j)}
\;\longrightarrow\;\frac{(N+1)\,L\,D(k-k')}{\hbar v\,\hbar v'}
\]

for a long wire of length \(L\), because the double sum tends to \((L/a)\,D(k-k')/a\). The left contact has \(k+k'\) instead. The result is the golden-rule rate times the transit time \(L/v\).

This shows where the direction is decided. Terms with \(i\ne j\) are interference between emission at different places. With the diagonal alone the phases cancel, each site radiates independently, and in this uniform wire half the emitted electrons go each way.

**Numbers for a model wire**

Take mass \(0.07\,m_e\), \(\hbar\omega=35\) meV, \(\kappa_\infty=11\), \(\kappa_s=13\), \(l=3\) nm, temperature 300 K and \(a=0.5\) nm. Then \(N=0.348\) and \(C=352\) meV² nm. The correlator falls from 147 meV² at the origin to 77 meV² at 3 nm and 33 meV² at 10 nm, which is twenty mesh spacings.

An electron at 60 meV has \(k=0.332\) nm⁻¹, and after emission \(k'=0.214\) nm⁻¹. The momentum transfers are 0.118 nm⁻¹ forward and 0.547 nm⁻¹ backward, for which

\[
D(k-k')=846,\qquad D(k+k')=171,\qquad aD(0)=73.6\quad\text{meV}^2\,\text{nm}.
\]

With \(\hbar v=0.360\) eV nm and \(\hbar v'=0.233\) eV nm, the forward probability per length is

\[
\frac{1.348\times846\times10^{-6}}{0.360\times0.233}\ \text{nm}^{-1}\approx0.0136\ \text{nm}^{-1}.
\]

The Green-function calculation in a 400 nm wire gives 0.0137 nm⁻¹ forward and 0.0028 nm⁻¹ backward. The local kernel gives 0.0012 nm⁻¹ each way. These are first-order coefficients: multiplied by 400 nm the forward one exceeds unity, so they are not probabilities for that wire.

Halving the mesh spacing in a 100 nm wire changed the full emission by about 0.5 %, but multiplied the local emission by 0.498.

**Can a constant factor repair it?**

It can match one total rate. The factor required on \(D\), which is quadratic in the coupling \(M\) so that \(M\) itself takes its square root, is

\[
\lambda(E)=\frac{D(k-k')+D(k+k')}{2aD(0)},
\]

which at 60 meV is \((846+171)/(2\times73.6)\approx6.9\). The 400 nm wire gives 7.0, the difference being within the finite-length and mesh error allowed in the comparison. At 200 meV the wire gives 9.4. A factor fixed at 60 meV therefore yields \(6.97/9.38=0.74\) of the full emission at 200 meV. These are values within the one-subband model. A harmonic confinement with this \(l\) and mass puts the next subband \(\hbar^2/(ml^2)\approx0.12\) eV higher, so above about 156 meV emission into it is also open, and it is not counted here. The factor must also be changed with every change of mesh.

Even at the matching energy the direction stays wrong. In the full calculation a fraction \(f=0.83\) of the emitted electrons goes forward. The mean momentum loss per emission, relative to the initial momentum, is

\[
1-\frac{k'}k(2f-1)=1-0.645\times0.661\approx0.57 .
\]

The local model has \(f=1/2\) and a loss of 1. After the total rates are matched, it overestimates momentum relaxation by emission by a factor of 1.74. You could match momentum relaxation instead, but then the total emission rate would be too low by that factor.

Two limits show when this matters. Just above the emission threshold \(k'\to0\), both transfers tend to \(k\), and the directional error disappears, although the diverging \(1/v'\) then invalidates lowest order. At high energy \(k-k'\to0\) while \(k+k'\to2k\). Emission within the subband becomes mostly forward, and the directional error grows, until higher subbands and nonparabolicity end the validity of the model.

**Why current conservation did not warn you**

Write \(\Gamma_c\) for the broadening matrix of both contacts at \(E-\hbar\omega\). Since \((G'^{-1})^\dagger-G'^{-1}=-i\Gamma_c\), multiplying by \(G'^\dagger\) on the left and \(G'\) on the right gives

\[
G'^\dagger\Gamma_cG'=i(G'-G'^\dagger)\equiv A'.
\]

The total collected probability is then

\[
P_R+P_L=\sum_{ij}\Sigma^{\rm in}_{ij}A'_{ji}
=\sum_{ij}\psi_j^*\left[(N+1)D_{ji}A'_{ji}\right]\psi_i .
\]

The bracket is the emission part of \(i(\Sigma-\Sigma^\dagger)\), so the right side is the probability removed from the initial wave. The equality holds for any real symmetric \(D\), including its diagonal alone. Current conservation shows that loss and gain use the same kernel, not that the kernel is right.

**Bound states make the cancellation visible**

For a transition between two real, orthogonal bound states, let \(\rho_i=\psi_{1i}\psi_{2i}\). The squared coupling is \(\sum_{ij}\rho_iD_{ij}\rho_j\). Add a positive constant \(c\) to every \(D_{ij}\). The result changes by \(c(\sum_i\rho_i)^2=0\), because a uniform potential cannot connect orthogonal states. The diagonal alone would change by \(c\sum_i\rho_i^2>0\). So \(D(0)\) by itself does not measure scattering strength; the off-diagonal elements supply the cancellation.

For the two lowest states of a 20 nm hard-wall box, the full coupling is 19.9 meV² at \(a=0.5\) nm and 19.8 meV² at 0.25 nm. The local values are 3.7 and 1.8 meV².

**How many off-diagonals to keep**

Do not simply set \(D_{ij}\) to zero beyond a chosen distance. Collection probabilities are guaranteed non-negative for every final wave only if \(\Sigma^{\rm in}\) has no negative eigenvalue. In a 100 nm wire a sharp cut at 10 nm produced negative eigenvalues, the most negative of size 0.9 % of the largest eigenvalue.

Multiplying \(D(x)\) by \(1-|x|/R\) for \(|x|<R\), and by zero beyond, avoids this. The triangular window has a non-negative Fourier transform, as does \(D\). The transform of their product is a convolution of the two, and is non-negative too.

At 60 meV the forward fraction in the 400 nm wire is 0.52 for \(R=2\) nm, 0.78 for 10 nm, 0.830 for 30 nm and 0.828 for 100 nm, against 0.831 without a taper. The approach is not monotonic, so agreement at one range is not proof of convergence. Check the total rate as well: in a long wire it is still more than 10 % too high at \(R=30\) nm, where the forward fraction already looks converged. Repeat the check at other energies.

A short device needs its own check. In a 20 nm wire the full kernel gives first-order probabilities of 0.31 forward and 0.065 backward; the local one gives 0.024 each way. The ratio of totals is \(0.372/0.0473\approx7.9\), not the 7.0 of the long wire, so the matching factor depends on the length of the scattering region too. The cause is that the coupling acts only inside the simulated region: the double sum over a wire of length \(L\) weights \(D(x)\) by \(1-|x|/L\), which is the triangular taper with \(R=L\). A total of 0.37 is also large enough that repeated scattering should be included before these values are used quantitatively.

**What to do in your simulation**

Keep the local form for momentum-independent coupling. For polar phonons, use it only as a calibrated model of one quantity, at a stated mesh and in a narrow energy window. If direction, energy dependence or mesh convergence matters, keep a band of off-diagonal elements with a positive taper, and widen it until your observable settles.

Screening, confined phonon modes, further subbands and Pauli blocking are absent here and will change the numbers. Screening may shorten the range of \(D\), but a finite range still leaves off-diagonal elements on any mesh that resolves it. The numerical output below gives the values used here.

## Numbers as computed

```
Effective mass: 0.07 electron masses
Phonon energy: 35 meV
High-frequency dielectric constant: 11
Static dielectric constant: 13
Transverse length l: 3 nm
Temperature: 300 K
Mesh spacing a: 0.5 nm
Phonon occupation N: 0.3481
Coupling constant C: 352.4 meV^2 nm
Correlator D at 0 nm: 147.2 meV^2
Correlator D at 3 nm: 77.03 meV^2
Correlator D at 10 nm: 32.68 meV^2
Correlator D at 30 nm: 11.63 meV^2
Ratio x D(x)/C at 30 nm: 0.9903
Resolvent test, relative error of Sigma: 3.7e-05
Resolvent test, |Sigma_12/Sigma_11| at 3 nm spacing: 0.276
Initial energy: 60 meV
Initial wave number k: 0.3324 1/nm
Final wave number k_final: 0.2144 1/nm
Initial hbar*v: 0.3602 eV nm
Final hbar*v: 0.233 eV nm
Forward D(q): 846.1 meV^2 nm
Backward D(q): 170.9 meV^2 nm
Local replacement a D(0): 73.62 meV^2 nm
Golden-rule forward emission rate: 7.438e+12 1/s
Golden-rule backward emission rate: 1.503e+12 1/s
Golden-rule forward coefficient: 0.01359 1/nm
Golden-rule backward coefficient: 0.002746 1/nm
400 nm wire, full forward coefficient: 0.0137 1/nm
400 nm wire, full backward coefficient: 0.002794 1/nm
400 nm wire, local coefficient each way: 0.001183 1/nm
Forward fraction, full: 0.8306
Forward fraction, local: 0.5
Momentum loss per emission / initial momentum, full: 0.5735
Momentum loss per emission / initial momentum, local: 1
Momentum-relaxation overestimate after rate matching: 1.744
Matching factor at 60 meV: 6.97
Matching factor at 200 meV: 9.377
Full emission ratio, mesh 0.25/0.5 nm: 0.9952
Local emission ratio, mesh 0.25/0.5 nm: 0.4982
Forward fraction, taper range 2 nm: 0.5197
Forward fraction, taper range 10 nm: 0.7774
Forward fraction, taper range 30 nm: 0.8303
Forward fraction, taper range 100 nm: 0.8284
Sharp 10 nm cut, lowest/highest eigenvalue: -0.009178
20 nm wire, full forward probability: 0.3077
20 nm wire, full backward probability: 0.0646
20 nm wire, local forward probability: 0.02366
20 nm wire, local backward probability: 0.02366
20 nm box, full squared coupling, a=0.5 nm: 19.87 meV^2
20 nm box, full squared coupling, a=0.25 nm: 19.81 meV^2
20 nm box, momentum-integral coupling: 19.79 meV^2
20 nm box, local coupling, a=0.5 nm: 3.681 meV^2
20 nm box, local coupling, a=0.25 nm: 1.84 meV^2
```
